# Why the triplet splitting D falls from benzene to anthracene: a program that tests the result

```python
"""Zero-field splitting D of the lowest pi triplets of benzene, naphthalene
and anthracene from the electron spin-spin dipolar interaction.
Result under test:  D = (3/4) G sum_{m,n} W[m,n] gamma(R[m,n])
  G      g^2 alpha^2 / 4, dipolar strength (hartree bohr^3, used in cm^-1)
  gamma  average of (r^2 - 3 z^2)/r^5 over two 2pz densities a distance R apart
  W      spin-pair weight, (T[m,n]^2 + T[n,m]^2)/2 - T[m,m] T[n,n]
  T      amplitude for the hole on atom m and the excited electron on atom n
The z axis is normal to the molecular plane.  D falls with molecular size
because the weight W on bonded neighbours falls."""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn
from pyscf import gto

pc = const.physical_constants
BOHR = pc['Bohr radius'][0] * 1e10                      # angstrom
HARTREE_CM = pc['hartree-inverse meter relationship'][0] / 100
G = pc['electron g factor'][0]**2 * const.alpha**2 / 4 * HARTREE_CM
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
BOND = 1.40                                             # angstrom
ZETA = 1.625                                            # 1/bohr
BETA, U = -2.4, 11.0                                    # eV, model parameters
bond_au = BOND / BOHR


def gamma(distances, zeta):
    """Two-centre dipolar integral by a radial Fourier integral (bohr^-3)."""
    a = 2 * zeta
    x, w = np.polynomial.legendre.leggauss(700)
    k, w = 20 * (x + 1), 20 * w
    b = 6 * k**2 / (k**2 + a**2)
    form = (a**2 / (k**2 + a**2))**6
    c0, c2, c4, c6 = -1/3, 1 + 2*b/3, -2*b - b**2/3, b**2
    leg = {0: c0 + c2/3 + c4/5 + c6/7,
           2: (2*c2/3 + 4*c4/7 + 10*c6/21) / 2,
           4: (8*c4/35 + 24*c6/77) * 3/8,
           6: (16*c6/231) * 5/16}
    flat = np.atleast_1d(distances)
    total = np.zeros(len(flat))
    for l, g in leg.items():
        total += spherical_jn(l, np.outer(flat, k)) @ (w * k**2 * form * g)
    return 2 / np.pi * total


def gamma_matrix(R, zeta):
    """gamma for all atom pairs; the one-centre entry has zero weight."""
    keys = np.round(R, 8)
    uniq, inv = np.unique(keys, return_inverse=True)
    vals = np.zeros(len(uniq))
    vals[1:] = gamma(uniq[1:], zeta)
    return vals[np.asarray(inv).reshape(-1)].reshape(R.shape)


# ---- gamma against Coulomb integrals of a Gaussian expansion ----
exps = 0.09 * 2.2**np.arange(10)
n_slater = (2 * ZETA)**2.5 / np.sqrt(24)


def overlap_with_slater(e):
    n_gauss = np.sqrt(8 * (2 * e)**2.5 / (3 * np.sqrt(np.pi)))
    return quad(lambda r: n_slater * n_gauss * r**4
                * np.exp(-ZETA * r - e * r * r), 0, 25, limit=200,
                points=[0.2, 1.0, 4.0])[0]


ov = (2 * np.sqrt(np.outer(exps, exps)) / np.add.outer(exps, exps))**2.5
coef = np.linalg.solve(ov, [overlap_with_slater(e) for e in exps])
shell = [1] + [[float(e), float(c)] for e, c in zip(exps, coef)]


def coulomb(position):
    mol = gto.M(atom=[['H', (0., 0., 0.)], ['H', tuple(map(float, position))]],
                basis={'H': [shell]}, unit='Bohr', verbose=0)
    eri = mol.intor('int2e', aosym='s1').reshape(6, 6, 6, 6)
    return eri[2, 2, 5, 5]


def gamma_from_coulomb(R, h=0.1):
    origin = np.array([R, 0., 0.])
    v0 = coulomb(origin)
    second = []
    for axis in np.eye(3):
        near = coulomb(origin + h*axis) + coulomb(origin - h*axis)
        far = coulomb(origin + 2*h*axis) + coulomb(origin - 2*h*axis)
        second.append((16 * near - far - 30 * v0) / (12 * h * h))
    return -second[2] + sum(second) / 3


checks = []
for R in (bond_au, 2 * bond_au):
    fourier, differences = gamma(R, ZETA)[0], gamma_from_coulomb(R)
    # tolerance covers the finite Gaussian expansion of the Slater function
    assert abs(fourier - differences) < 5e-3 * abs(fourier)
    checks.append((R, fourier, differences))
assert abs(gamma(40.0, ZETA)[0] * 40.0**3 - 1) < 0.02


# ---- molecules, orbitals and triplet amplitudes ----
def build(rings):
    """Hexagon vertices (unit bond), Hueckel orbitals and the Fock matrix."""
    pts = []
    for ring in range(rings):
        for j in range(6):
            t = np.pi / 6 + j * np.pi / 3
            p = np.array([np.sqrt(3) * ring + np.cos(t), np.sin(t)])
            if all(np.linalg.norm(p - q) > 0.1 for q in pts):
                pts.append(p)
    xy = np.array(pts)
    dist = np.linalg.norm(xy[:, None] - xy[None], axis=2)
    adj = (abs(dist - 1) < 1e-6).astype(float)
    energy, C = np.linalg.eigh(-adj)
    nocc = len(xy) // 2
    repulsion = U / np.sqrt(1 + (U * dist * BOND / COULOMB)**2)
    density = 2 * C[:, :nocc] @ C[:, :nocc].T
    fock = BETA * adj - density * repulsion / 2
    return dict(xy=xy, dist=dist, energy=energy, C=C, nocc=nocc,
                V=repulsion, F=fock, sign=np.sign(C[:, -1]))


def lowest_triplet(m, occ, vir):
    """Hole-electron amplitude T of the lowest triplet in the given space."""
    O, X = m['C'][:, occ], m['C'][:, vir]
    no, nv = O.shape[1], X.shape[1]
    attraction = np.einsum('mij,mn,nab->iajb', np.einsum('mi,mj->mij', O, O),
                           m['V'], np.einsum('na,nb->nab', X, X),
                           optimize=True)
    H = (np.einsum('ij,ab->iajb', np.eye(no), X.T @ m['F'] @ X)
         - np.einsum('ij,ab->iajb', O.T @ m['F'] @ O, np.eye(nv)) - attraction)
    vec = np.linalg.eigh(H.reshape(no * nv, no * nv))[1][:, 0]
    return O @ vec.reshape(no, nv) @ X.T


def weights(T):
    return (T**2 + T.T**2) / 2 - np.outer(np.diag(T), np.diag(T))


names = ['benzene', 'naphthalene', 'anthracene']
mols = [build(n) for n in (1, 2, 3)]
for m in mols:
    e, n = m['energy'], m['nocc']
    occ = np.where(abs(e - e[n - 1]) < 1e-8)[0]
    vir = np.where(abs(e - e[n]) < 1e-8)[0]
    homo = m['C'][:, n - 1]
    m['homo'] = homo
    m['W_front'] = weights(lowest_triplet(m, occ, vir))
    m['W_one'] = weights(np.outer(homo, m['sign'] * homo))
    m['W_cis'] = weights(lowest_triplet(m, np.arange(n), np.arange(n, 2 * n)))
    for key in ('W_front', 'W_one', 'W_cis'):
        assert abs(m[key].sum() - 1) < 1e-10
    if len(occ) == 1:       # orbital pairing: only opposite sublattices count
        opposite = np.not_equal.outer(m['sign'], m['sign'])
        paired = 2 * np.outer(homo**2, homo**2) * opposite
        assert np.allclose(m['W_front'], paired, atol=1e-10)

benz = mols[0]
for d, fraction in ((1.0, 5/72), (np.sqrt(3), -1/24), (2.0, 1/9)):
    sel = abs(benz['dist'] - d) < 1e-6
    assert np.allclose(benz['W_front'][sel], fraction, atol=1e-10)

# ---- weight formula and prefactor in the full Fock space of benzene ----
Z, LOW, ONE = (sp.csr_matrix(np.array(x, float)) for x in
               ([[1, 0], [0, -1]], [[0, 1], [0, 0]], [[1, 0], [0, 1]]))


def annihilator(p):
    op = sp.identity(1, format='csr')
    for q in range(12):
        op = sp.kron(op, Z if q < p else LOW if q == p else ONE, format='csr')
    return op


ann = [annihilator(p) for p in range(12)]               # mode = 2*atom + spin
cre = [a.T.tocsr() for a in ann]


def apply_orbital(ops, orbital, spin, state):
    return sum(orbital[m] * (ops[2*m + spin] @ state) for m in range(6))


C = benz['C']
closed = np.zeros(4096)
closed[0] = 1
for i in range(3):
    for spin in (0, 1):
        closed = apply_orbital(cre, C[:, i], spin, closed)
A = np.random.default_rng(4).normal(size=(3, 3))
A /= np.linalg.norm(A)
up = np.zeros(4096)
for i in range(3):
    hole = apply_orbital(ann, C[:, i], 1, closed)
    for a in range(3):
        up = up + A[i, a] * apply_orbital(cre, C[:, 3 + a], 0, hole)
zero = sum(cre[2*m + 1] @ (ann[2*m] @ up) for m in range(6))
zero = zero / np.linalg.norm(zero)


def dipolar_energy(state):
    """Complete point-dipole tensor energy in units of G (unit bond)."""
    spins = []
    for m in range(6):
        plus = cre[2*m] @ (ann[2*m + 1] @ state)
        minus = cre[2*m + 1] @ (ann[2*m] @ state)
        sz = (cre[2*m] @ (ann[2*m] @ state)
              - cre[2*m + 1] @ (ann[2*m + 1] @ state)) / 2
        spins.append([(plus + minus) / 2, (plus - minus) / 2j, sz])
    total = 0
    for m in range(6):
        for n in range(m):
            r = np.append(benz['xy'][m] - benz['xy'][n], 0.0)
            d = np.linalg.norm(r)
            K = (np.eye(3) * d**2 - 3 * np.outer(r, r)) / d**5
            for i in range(3):
                for j in range(3):
                    total += K[i, j] * np.vdot(spins[m][i], spins[n][j])
    return total.real


inv_cube = np.zeros((6, 6))
off = benz['dist'] > 0.1
inv_cube[off] = benz['dist'][off]**-3
fock_space_D = dipolar_energy(up) - dipolar_energy(zero)
formula_D = 0.75 * np.sum(weights(C[:, :3] @ A @ C[:, 3:].T) * inv_cube)
assert abs(fock_space_D - formula_D) < 1e-9

# ---- the three molecules ----
for m in mols:
    R = m['dist'] * bond_au
    m['gam'] = gamma_matrix(R, ZETA)
    point = np.zeros_like(R)
    point[R > 0.1] = R[R > 0.1]**-3
    for key in ('one', 'front', 'cis'):
        m['D_' + key] = 0.75 * G * np.sum(m['W_' + key] * m['gam'])
    m['D_point'] = 0.75 * G * np.sum(m['W_front'] * point)
    near = abs(m['dist'] - 1) < 1e-6
    m['near_weight'] = m['W_front'][near].sum()
    m['near_D'] = 0.75 * G * np.sum((m['W_front'] * m['gam'])[near])

for key in ('D_one', 'D_front', 'D_cis'):
    assert mols[0][key] > mols[1][key] > mols[2][key] > 0
shares = [(p['near_D'] - q['near_D']) / (p['D_front'] - q['D_front'])
          for p, q in zip(mols, mols[1:])]
assert min(shares) > 0.5    # bonded neighbours carry most of each fall

print(f"G = {G:.4f} cm^-1 bohr^3; prefactor 3G/4 = {0.75*G:.4f} cm^-1 bohr^3")
print(f"bond = {BOND:.2f} angstrom = {bond_au:.4f} bohr; "
      f"2p exponent = {ZETA} bohr^-1")
print(f"all-singles model: beta = {BETA} eV, one-centre repulsion = {U} eV")
for R, f, c in checks:
    print(f"gamma at {R:.4f} bohr: Fourier {f:.6f}, "
          f"Coulomb differences {c:.6f}, 1/R^3 {R**-3:.6f} bohr^-3")
print(f"random triplet, D/G in bond^-3: Fock space {fock_space_D:.8f}, "
      f"weight formula {formula_D:.8f}")
for name, m in zip(names, mols):
    if name != 'benzene':
        pops = np.unique(np.round(m['homo']**2, 4))
        print(f"{name} HOMO squared coefficients:", *[f"{p:.4f}" for p in pops])
    print(f"{name}: R (bohr), total weight, gamma (bohr^-3), part of D (cm^-1)")
    for d in np.unique(np.round(m['dist'], 6))[1:]:
        sel = abs(m['dist'] - d) < 1e-5
        weight = m['W_front'][sel].sum()
        if abs(weight) > 1e-8:
            g = m['gam'][sel][0]
            print(f"  {d*bond_au:8.4f} {weight:9.5f} {g:10.6f} "
                  f"{0.75*G*weight*g:9.5f}")
print("D in cm^-1: one configuration, frontier, point dipoles, all singles")
for name, m in zip(names, mols):
    print(f"  {name:12s} {m['D_one']:.4f} {m['D_front']:.4f} "
          f"{m['D_point']:.4f} {m['D_cis']:.4f}")
for label, key in (('one configuration', 'D_one'), ('frontier', 'D_front'),
                   ('all singles', 'D_cis')):
    print(f"ratios to benzene, {label}: "
          f"{mols[1][key]/mols[0][key]:.3f} {mols[2][key]/mols[0][key]:.3f}")
print("bonded-neighbour weights:", *[f"{m['near_weight']:.4f}" for m in mols])
print("bonded-neighbour loss / total loss of D, two steps:",
      *[f"{s:.3f}" for s in shares])
for zeta in (1.4, 1.8):
    values = [0.75 * G * np.sum(m['W_front']
              * gamma_matrix(m['dist'] * bond_au, zeta)) for m in mols]
    assert values[0] > values[1] > values[2] > 0
    print(f"frontier D for 2p exponent {zeta} bohr^-1:",
          *[f"{v:.4f}" for v in values], "cm^-1")
print("tests ok")
```

It prints:

```
G = 11.7144 cm^-1 bohr^3; prefactor 3G/4 = 8.7858 cm^-1 bohr^3
bond = 1.40 angstrom = 2.6456 bohr; 2p exponent = 1.625 bohr^-1
all-singles model: beta = -2.4 eV, one-centre repulsion = 11.0 eV
gamma at 2.6456 bohr: Fourier 0.020102, Coulomb differences 0.020105, 1/R^3 0.054003 bohr^-3
gamma at 5.2912 bohr: Fourier 0.004893, Coulomb differences 0.004892, 1/R^3 0.006750 bohr^-3
random triplet, D/G in bond^-3: Fock space 0.69345468, weight formula 0.69345468
benzene: R (bohr), total weight, gamma (bohr^-3), part of D (cm^-1)
    2.6456   0.83333   0.020102   0.14717
    4.5823  -0.50000   0.006917  -0.03039
    5.2912   0.66667   0.004893   0.02866
naphthalene HOMO squared coefficients: 0.0000 0.0691 0.1809
naphthalene: R (bohr), total weight, gamma (bohr^-3), part of D (cm^-1)
    2.6456   0.23820   0.020102   0.04207
    5.2912   0.26180   0.004893   0.01125
    6.9996   0.46180   0.002395   0.00972
    9.5389   0.03820   0.001033   0.00035
anthracene HOMO squared coefficients: 0.0083 0.0483 0.0967 0.1934
anthracene: R (bohr), total weight, gamma (bohr^-3), part of D (cm^-1)
    2.6456   0.13252   0.020102   0.02340
    5.2912   0.23131   0.004893   0.00994
    6.9996   0.46151   0.002395   0.00971
    9.5389   0.00642   0.001033   0.00006
   10.5825   0.07478   0.000772   0.00051
   11.5320   0.07478   0.000605   0.00040
   13.9993   0.01869   0.000346   0.00006
D in cm^-1: one configuration, frontier, point dipoles, all singles
  benzene      0.1098 0.1454 0.3893 0.1849
  naphthalene  0.0634 0.0634 0.1408 0.1208
  anthracene   0.0441 0.0441 0.0895 0.0859
ratios to benzene, one configuration: 0.577 0.401
ratios to benzene, frontier: 0.436 0.303
ratios to benzene, all singles: 0.653 0.465
bonded-neighbour weights: 0.8333 0.2382 0.1325
bonded-neighbour loss / total loss of D, two steps: 1.281 0.967
frontier D for 2p exponent 1.4 bohr^-1: 0.1099 0.0515 0.0369 cm^-1
frontier D for 2p exponent 1.8 bohr^-1: 0.1698 0.0714 0.0489 cm^-1
tests ok
```
